# Screened hybrids with equal gaps and unequal costs: a model semiconductor: test program

```python
"""Level curves of the gap for screened hybrids in a model semiconductor.

Result under test: with a frozen density matrix the gap is, to first order,
    Eg(a, omega) = E0 + a*D(omega),
so it is constant on a(omega) = const/D(omega), while the k mesh and the
real-space radius needed for exact exchange change along that curve.

Symbols (Hartree atomic units):
  L, U    cubic lattice constant and amplitude of -U*sum(cos(2 pi x/L))
  a       fraction of exact exchange, omega its inverse screening length
  K       expectation value of exchange with the kernel erfc(omega r)/r
  D       (K - v) at the conduction edge X minus (K - v) at the valence edge R,
          with v the short-range LDA exchange potential
  N       k points per direction in the exact-exchange sum
Two electrons fill the lowest band; orbitals are products of 1D Bloch states.
"""
from functools import lru_cache
from itertools import combinations_with_replacement, product
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import simpson
from scipy.interpolate import CubicSpline
from scipy.special import erf, erfc, spherical_jn

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
NPW = 6            # plane waves -NPW..NPW per direction
NREF = 64          # converged k mesh per direction
NGRID = 24         # real-space points per cell and direction
INDEX = np.arange(-NPW, NPW + 1)
T_NODES, T_WEIGHTS = np.polynomial.legendre.leggauss(96)
T_NODES, T_WEIGHTS = (T_NODES + 1) / 2, T_WEIGHTS / 2


@lru_cache(maxsize=None)
def bloch(L, U, k):
    """Energies and plane-wave coefficients of the 1D crystal at k."""
    h = np.diag(0.5 * (k + 2 * np.pi / L * INDEX) ** 2)
    off = -U / 2 * np.ones(2 * NPW)
    return np.linalg.eigh(h + np.diag(off, 1) + np.diag(off, -1))


def mesh(L, N):
    return 2 * np.pi / L * np.arange(-(N // 2) + 1, N // 2 + 1) / N


@lru_cache(maxsize=None)
def pair_amplitudes(L, U, k, N, nb):
    """Fourier amplitudes of (occupied state)* times (state at k)."""
    c = bloch(L, U, k)[1]
    shifts = 2 * np.pi / L * np.arange(-2 * NPW, 2 * NPW + 1)
    q, amp = [], []
    for kp in mesh(L, N):
        occ = bloch(L, U, float(kp))[1][:, 0]
        q.append(k - kp + shifts)
        amp.append([np.correlate(c[:, m], occ, "full") for m in range(nb)])
    amp = np.array(amp).transpose(1, 0, 2).reshape(nb, -1)
    return np.concatenate(q), amp


def pair_integral(L, U, k, s, N, nb):
    """1D exchange integrals with kernel exp(-s^2 x^2), indices [s, m, n]."""
    q, amp = pair_amplitudes(L, U, k, N, nb)
    kernel = np.sqrt(np.pi) / s[:, None] * np.exp(-q**2 / (4 * s[:, None]**2))
    pairs = (amp[:, None, :] * amp[None, :, :]).reshape(nb * nb, -1)
    return (kernel @ pairs.T).reshape(len(s), nb, nb) / (N * L)


def exchange_edges(L, U, omega, N=NREF):
    """K at the valence edge R and at the conduction edge X."""
    s = omega / T_NODES
    w = 2 / np.sqrt(np.pi) * T_WEIGHTS * omega / T_NODES**2
    jb = pair_integral(L, U, np.pi / L, s, N, 2)
    j0 = pair_integral(L, U, 0.0, s, N, 2)
    return (-np.sum(w * jb[:, 0, 0]**3),
            -np.sum(w * jb[:, 1, 1] * j0[:, 0, 0]**2))


def exchange_matrix(L, U, kvec, omega, nb):
    s = omega / T_NODES
    w = 2 / np.sqrt(np.pi) * T_WEIGHTS * omega / T_NODES**2
    jx, jy, jz = [pair_integral(L, U, k, s, NREF, nb) for k in kvec]
    full = np.einsum("s,sab,scd,sef->acebdf", w, jx, jy, jz, optimize=True)
    return -full.reshape(nb**3, nb**3)


def orbital(L, U, k, x, nb):
    """Cell-normalized 1D Bloch functions, indices [band, x]."""
    c = bloch(L, U, k)[1][:, :nb]
    return c.T @ np.exp(1j * np.outer(k + 2*np.pi/L*INDEX, x)) / np.sqrt(L)


@lru_cache(maxsize=None)
def fermi_wavevector_grid(L, U):
    x = L * np.arange(NGRID) / NGRID
    n1 = np.mean([abs(orbital(L, U, float(k), x, 1)[0])**2
                  for k in mesh(L, NREF)], axis=0)
    density = 2 * np.einsum("x,y,z->xyz", n1, n1, n1)
    return (3 * np.pi**2 * density) ** (1 / 3)


def lda_sr_potential(kf, omega):
    return -(kf - np.sqrt(np.pi) * omega * erf(kf / omega)
             - omega**2 / kf * np.expm1(-(kf / omega)**2)) / np.pi


def lda_sr_derivative(kf, omega):
    x = kf / omega
    return erf(x) / np.sqrt(np.pi) + 2 * np.expm1(-x**2) / (np.pi * x)


def local_matrix(L, U, kvec, field, nb):
    x = L * np.arange(NGRID) / NGRID
    p = []
    for k in kvec:
        f = orbital(L, U, k, x, nb)
        p.append(f.conj()[:, None, :] * f[None, :, :] * L / NGRID)
    full = np.einsum("abx,cdy,efz,xyz->acebdf", *p, field, optimize=True)
    return full.real.reshape(nb**3, nb**3)


def local_edge_difference(L, U, field):
    b = np.pi / L
    cond = local_matrix(L, U, (b, 0.0, 0.0), field, 2)[4, 4]
    val = local_matrix(L, U, (b, b, b), field, 2)[0, 0]
    return cond - val


def gap_response(L, U, omega):
    kv, kc = exchange_edges(L, U, omega)
    field = lda_sr_potential(fermi_wavevector_grid(L, U), omega)
    return kc - kv - local_edge_difference(L, U, field)


def base_gap(L, U):
    eb, e0 = bloch(L, U, np.pi / L)[0], bloch(L, U, 0.0)[0]
    return eb[1] + 2 * e0[0] - 3 * eb[0]


def one_shot(L, U, omega, fractions, nb=4):
    """Gap over ten k points, R-X gap and valence width for each fraction."""
    b = np.pi / L
    field = lda_sr_potential(fermi_wavevector_grid(L, U), omega)
    levels = {}
    for kv in combinations_with_replacement((b, b / 2, 0.0), 3):
        e = [bloch(L, U, k)[0][:nb] for k in kv]
        h0 = (e[0][:, None, None] + e[1][None, :, None] + e[2]).ravel()
        change = (exchange_matrix(L, U, kv, omega, nb)
                  - local_matrix(L, U, kv, field, nb))
        levels[kv] = [np.linalg.eigvalsh(np.diag(h0) + a * change)[:2]
                      for a in fractions]
    out = []
    for i in range(len(fractions)):
        top = max(v[i][0] for v in levels.values())
        bottom = min(v[i][1] for v in levels.values())
        val_r = levels[(b, b, b)][i][0]
        out.append((bottom - top, levels[(b, 0.0, 0.0)][i][1] - val_r,
                    val_r - levels[(0.0, 0.0, 0.0)][i][0]))
    return np.array(out)


L, U = 9.0, 0.12
A_REF, OMEGA_REF = 0.25, 0.10
omegas = np.array([0.0125, 0.025, 0.05, 0.10, 0.15])
TOL = 5e-5         # allowed gap error in hartree for the cost counts
b = np.pi / L
e0gap = base_gap(L, U)

# Starting gap against an explicit three-dimensional plane-wave calculation.
triples = np.array(list(product(range(-3, 4), repeat=3)))
distance = np.abs(triples[:, None, :] - triples[None, :, :]).sum(axis=2)


def levels_3d(kvec):
    kinetic = 0.5 * np.sum((np.array(kvec) + 2*np.pi/L*triples)**2, axis=1)
    return np.linalg.eigvalsh(np.diag(kinetic) - U / 2 * (distance == 1))


gap_3d = levels_3d((b, 0, 0))[1] - levels_3d((b, b, b))[0]
assert abs(gap_3d - e0gap) < 1e-4

# Short-range LDA potential against the derivative of the electron-gas energy.
nodes, weights = np.polynomial.legendre.leggauss(400)
u_gas, w_gas = 40 * (nodes + 1), 40 * weights


def gas_energy_density(n, omega):
    x = (3 * np.pi**2 * n) ** (1 / 3) * u_gas
    hole = (3 * spherical_jn(1, x) / x) ** 2
    return -n**2 * np.pi * np.sum(w_gas * u_gas * hole * erfc(omega * u_gas))


n_test = 0.005
dn = 1e-3 * n_test
v_numeric = (gas_energy_density(n_test + dn, 0.1)
             - gas_energy_density(n_test - dn, 0.1)) / (2 * dn)
v_formula = lda_sr_potential((3 * np.pi**2 * n_test) ** (1 / 3), 0.1)
assert abs(v_numeric - v_formula) < 1e-5

# Exact exchange by direct real-space integration over the separation vector.
u = np.linspace(0, 90, 1801)
x_cell = L * np.arange(NGRID) / NGRID
x_far = (x_cell[:, None] + u[None, :]).ravel()
rho = np.zeros((NGRID, len(u)), complex)
for kp in mesh(L, NREF):
    near = orbital(L, U, float(kp), x_cell, 1)[0]
    far = orbital(L, U, float(kp), x_far, 1)[0].reshape(NGRID, -1)
    rho += near[:, None] * far.conj() / NREF


def separation_function(k, band):
    near = orbital(L, U, k, x_cell, 2)[band]
    far = orbital(L, U, k, x_far, 2)[band].reshape(NGRID, -1)
    values = np.sum(near.conj()[:, None] * rho * far, axis=0) * L / NGRID
    return CubicSpline(u, values.real)


f_val, f_cond, f_zone = (separation_function(b, 0), separation_function(b, 1),
                         separation_function(0.0, 0))
g, wg = np.polynomial.legendre.leggauss(32)
cos_t, w_t = (g + 1) / 2, wg / 2
phi, w_p = np.pi / 4 * (g + 1), np.pi / 4 * wg
sin_t = np.sqrt(1 - cos_t**2)
dir_x = np.outer(sin_t, np.cos(phi)).ravel()
dir_y = np.outer(sin_t, np.sin(phi)).ravel()
dir_z = np.outer(cos_t, np.ones(32)).ravel()
w_ang = 8 * np.outer(w_t, w_p).ravel()
r = np.linspace(0, 90, 901)
rx, ry, rz = [np.outer(r, d) for d in (dir_x, dir_y, dir_z)]
radial_v = r * ((f_val(rx) * f_val(ry) * f_val(rz)) @ w_ang)
radial_c = r * ((f_cond(rx) * f_zone(ry) * f_zone(rz)) @ w_ang)
real_space_error = 0.0
for om in omegas:
    kv, kc = exchange_edges(L, U, om)
    real_space_error = max(
        real_space_error,
        abs(kv + simpson(radial_v * erfc(om * r), x=r)),
        abs(kc + simpson(radial_c * erfc(om * r), x=r)))
assert real_space_error < 2e-5

# The level curve, its slope and its small-omega limit.
D = np.array([gap_response(L, U, om) for om in omegas])
D_ref = gap_response(L, U, OMEGA_REF)
a_curve = A_REF * D_ref / D
assert np.all(D > 0) and np.all(np.diff(D) < 0)
assert np.all((a_curve > 0) & (a_curve < 1))


def response_slope(omega):
    s = np.array([omega])
    jb = pair_integral(L, U, b, s, NREF, 2)[0]
    j0 = pair_integral(L, U, 0.0, s, NREF, 2)[0]
    nonlocal_part = 2/np.sqrt(np.pi) * (jb[1, 1]*j0[0, 0]**2 - jb[0, 0]**3)
    field = lda_sr_derivative(fermi_wavevector_grid(L, U), omega)
    return nonlocal_part - local_edge_difference(L, U, field)


step = 1e-3
slope_fd = (gap_response(L, U, 0.05 + step)
            - gap_response(L, U, 0.05 - step)) / (2 * step)
assert abs(slope_fd - response_slope(0.05)) < 1e-3
slope_small = response_slope(omegas[0])
slope_limit = -2 / np.sqrt(np.pi)
assert abs(slope_small / slope_limit - 1) < 0.1

# Orbital mixing: diagonalize on the curve and at fixed fraction.
shots = np.array([one_shot(L, U, om, (a, A_REF))
                  for om, a in zip(omegas, a_curve)])
on_curve, fixed = shots[:, 0], shots[:, 1]
assert np.max(np.abs(on_curve[:, 0] - on_curve[:, 1])) < 1e-8
spread_curve, spread_fixed = np.ptp(on_curve[:, 0]), np.ptp(fixed[:, 0])
assert spread_curve < 0.3 * spread_fixed
larger_basis = one_shot(L, U, OMEGA_REF, (A_REF,), nb=5)[0, 0]
basis_change = abs(larger_basis - fixed[3, 0])
assert basis_change < 3e-4

# One common fraction for three crystals.
crystals = [(9.0, 0.12), (8.0, 0.16), (10.0, 0.12)]
responses = np.array([[gap_response(l, v, om) for om in omegas]
                      for l, v in crystals])
openings = A_REF * np.array([gap_response(l, v, OMEGA_REF)
                             for l, v in crystals])
a_fit = (openings @ responses) / np.sum(responses**2, axis=0)
rms_fit = np.sqrt(np.mean((a_fit*responses - openings[:, None])**2, axis=0))
rms_fixed = np.sqrt(np.mean((A_REF*responses - openings[:, None])**2, axis=0))
assert rms_fit.max() < 0.5 * rms_fixed.max()

# k-mesh cost, and the image law that causes it.
mesh_needed = []
for om, a in zip(omegas, a_curve):
    kv, kc = exchange_edges(L, U, om)
    needed = 2
    for N in range(2, 42, 2):
        nv, nc = exchange_edges(L, U, om, N)
        if a * abs((nc - nv) - (kc - kv)) > TOL:
            needed = N + 2
    mesh_needed.append(needed)
mesh_needed = np.array(mesh_needed)
assert mesh_needed.max() < 42
assert mesh_needed[0] >= 2 * mesh_needed[-1]

om_im, n_im = 0.025, 6
kv, kc = exchange_edges(L, U, om_im)
nv, nc = exchange_edges(L, U, om_im, n_im)
images = np.array([m for m in product(range(-4, 5), repeat=3) if any(m)])
dist = n_im * L * np.linalg.norm(images, axis=1)
image_sum = -np.sum(erfc(om_im * dist) / dist)
assert abs((nv - kv) / image_sum - 1) < 0.15
assert abs(nc - kc) < 0.2 * abs(nv - kv)

# Real-space radius beyond which the neglected gap contribution is below TOL.
radii = []
for om, a in zip(omegas, a_curve):
    y = (radial_v - radial_c) * erfc(om * r)
    pieces = 0.5 * (y[1:] + y[:-1]) * np.diff(r)
    tail = np.append(np.cumsum(pieces[::-1])[::-1], 0.0)
    radii.append(r[np.max(np.nonzero(a * np.abs(tail) > TOL)[0]) + 1])
radii = np.array(radii)

print(f"Main crystal: L = {L:.1f} bohr, U = {U:.2f} Ha")
print(f"Reference: a = {A_REF:.2f}, omega = {OMEGA_REF:.2f} bohr^-1")
print(f"Starting gap E0 = {e0gap:.5f} Ha = {e0gap*HARTREE_EV:.3f} eV")
target = e0gap + A_REF * D_ref
print(f"First-order target gap = {target:.5f} Ha = {target*HARTREE_EV:.3f} eV")
print(f"3D plane-wave starting gap = {gap_3d:.5f} Ha")
print(f"Largest K difference, two roads = {real_space_error:.1e} Ha")
print(f"LDA test n = {n_test:.3f} bohr^-3, omega = 0.1 bohr^-1:")
print(f"  v formula {v_formula:.6f}, derivative {v_numeric:.6f} Ha")
print("omega (bohr^-1), D (Ha), a on curve:")
for row in zip(omegas, D, a_curve):
    print("  %.4f  %.5f  %.4f" % row)
print(f"dD/domega at {omegas[0]:.4f} bohr^-1 = {slope_small:.4f} Ha bohr")
print(f"Small-omega limit of slope = {slope_limit:.4f} Ha bohr")
print("omega (bohr^-1), one-shot gap on curve, at a=0.25,")
print("  valence width on curve (all Ha):")
for om, c, f in zip(omegas, on_curve, fixed):
    print(f"  {om:.4f}  {c[0]:.5f}  {f[0]:.5f}  {c[2]:.5f}")
print(f"Gap spread on curve = {1000*spread_curve:.3f} mHa")
print(f"Gap spread at a=0.25 = {1000*spread_fixed:.3f} mHa")
print(f"Gap change, 4 to 5 bands per axis = {1000*basis_change:.4f} mHa")
print("Fitting set: L (bohr), U (Ha), E0 (Ha), target opening (Ha):")
for (l, v), opening in zip(crystals, openings):
    print(f"  {l:.1f}  {v:.2f}  {base_gap(l, v):.5f}  {opening:.5f}")
print("omega (bohr^-1), common a, rms misfit, rms at a=0.25 (mHa):")
for om, a, fit, fix in zip(omegas, a_fit, rms_fit, rms_fixed):
    print(f"  {om:.4f}  {a:.4f}  {1000*fit:.3f}  {1000*fix:.3f}")
print(f"Cost at gap error {1000*TOL:.2f} mHa:")
print("omega (bohr^-1), N per axis, k pairs N^6, radius (bohr):")
for om, N, radius in zip(omegas, mesh_needed, radii):
    print(f"  {om:.4f}  {N:d}  {int(N)**6:d}  {radius:.1f}")
print(f"Mesh error test: omega = {om_im:.3f} bohr^-1, N = {n_im}")
print(f"  valence error {1000*(nv-kv):.4f}, image sum {1000*image_sum:.4f} mHa")
print(f"  conduction error {1000*(nc-kc):.4f} mHa")
print("ALL CHECKS PASSED")
```

It prints:

```
Main crystal: L = 9.0 bohr, U = 0.12 Ha
Reference: a = 0.25, omega = 0.10 bohr^-1
Starting gap E0 = 0.07550 Ha = 2.054 eV
First-order target gap = 0.10033 Ha = 2.730 eV
3D plane-wave starting gap = 0.07550 Ha
Largest K difference, two roads = 2.6e-08 Ha
LDA test n = 0.005 bohr^-3, omega = 0.1 bohr^-1:
  v formula -0.117987, derivative -0.117987 Ha
omega (bohr^-1), D (Ha), a on curve:
  0.0125  0.17801  0.1395
  0.0250  0.16445  0.1510
  0.0500  0.13943  0.1781
  0.1000  0.09932  0.2500
  0.1500  0.07070  0.3512
dD/domega at 0.0125 bohr^-1 = -1.1056 Ha bohr
Small-omega limit of slope = -1.1284 Ha bohr
omega (bohr^-1), one-shot gap on curve, at a=0.25,
  valence width on curve (all Ha):
  0.0125  0.10030  0.11992  0.06885
  0.0250  0.10030  0.11653  0.06919
  0.0500  0.10029  0.11028  0.06978
  0.1000  0.10027  0.10027  0.06988
  0.1500  0.10026  0.09314  0.06857
Gap spread on curve = 0.048 mHa
Gap spread at a=0.25 = 26.779 mHa
Gap change, 4 to 5 bands per axis = 0.0000 mHa
Fitting set: L (bohr), U (Ha), E0 (Ha), target opening (Ha):
  9.0  0.12  0.07550  0.02483
  8.0  0.16  0.10628  0.03150
  10.0  0.12  0.09027  0.02487
omega (bohr^-1), common a, rms misfit, rms at a=0.25 (mHa):
  0.0125  0.1440  1.122  20.060
  0.0250  0.1552  0.973  16.659
  0.0500  0.1813  0.658  10.335
  0.1000  0.2500  0.000  0.000
  0.1500  0.3454  0.694  7.556
Cost at gap error 0.05 mHa:
omega (bohr^-1), N per axis, k pairs N^6, radius (bohr):
  0.0125  18  34012224  23.2
  0.0250  10  1000000  21.6
  0.0500  6  46656  17.8
  0.1000  6  46656  12.7
  0.1500  6  46656  10.7
Mesh error test: omega = 0.025 bohr^-1, N = 6
  valence error -8.0121, image sum -7.4308 mHa
  conduction error 0.2013 mHa
ALL CHECKS PASSED
```
